# Heat of reaction for hydrogen reduction of WF6 to tungsten: test program

```python
"""
Result under test: WF6(g) + 3 H2(g) -> W(s) + 6 HF(g) absorbs 84 kJ per mole
of WF6 at 298.15 K, given formation enthalpies -1722 (WF6) and -273 (HF) kJ/mol.

Symbols: nu = signed reaction coefficient (products positive), H = enthalpy,
S = entropy, G = Gibbs energy, mu = chemical potential measured from the
molecular ground state, T = temperature, p = partial pressure of each gas.
Molecular and solid parameters are rough values; the formation enthalpies are
given data. Standard pressure is 1 bar. Nuclear-spin factors cancel.
"""
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, simpson

R, k_B, h_planck = const.R, const.k, const.h
T_ref, T_dep = 298.15, 673.0
p_standard = 1.0e5
p_dep = const.torr

# Reaction balance from conservation of W, F and H
species = ["WF6", "H2", "W", "HF"]
composition = np.array([[1, 0, 1, 0],
                        [6, 0, 0, 1],
                        [0, 2, 0, 1]])
null_vectors = sp.Matrix(composition.tolist()).nullspace()
assert len(null_vectors) == 1
null_vector = -null_vectors[0] / null_vectors[0][0]
nu = np.array([float(x) for x in null_vector])
assert np.array_equal(nu, [-1, -3, 1, 6])

formation = np.array([-1722.0, 0.0, 0.0, -273.0])  # kJ/mol
dH_ref = float(nu @ formation)
assert abs(dH_ref - 84.0) < 1e-10

# Full enthalpies with arbitrary elemental references must give the same heat
rng = np.random.default_rng(4)
wrong_nu = np.array([-1.0, -3.0, 1.0, 5.0])
wrong_results = []
for trial in range(20):
    element_enthalpy = rng.uniform(-5000, 5000, 3)
    full_enthalpy = element_enthalpy @ composition + formation
    assert abs(nu @ full_enthalpy - dH_ref) < 1e-8
    wrong_results.append(wrong_nu @ full_enthalpy)
assert np.ptp(wrong_results) > 100.0

# Worst-case effect of rounding each nonzero datum to a whole kJ/mol
rounding_bound = 0.5 * (abs(nu[0]) + abs(nu[3]))
corners = []
for e_wf6, e_hf in itertools.product([-0.5, 0.5], repeat=2):
    corners.append(nu @ (formation + np.array([e_wf6, 0, 0, e_hf])))
assert abs(max(corners) - dH_ref - rounding_bound) < 1e-10
assert abs(dH_ref - min(corners) - rounding_bound) < 1e-10

# Rough molecular data: masses in u, lengths in nm, wavenumbers in 1/cm
m_H, m_F, m_W = 1.008, 18.998, 183.84
r_H2, r_HF, r_WF6 = 0.074, 0.092, 0.18
octahedron = [[0, 0, 0]] + [
    [sign * r_WF6 if axis == j else 0 for j in range(3)]
    for axis in range(3) for sign in (-1, 1)]
gas_data = {
    "WF6": dict(masses=[m_W] + [m_F] * 6, positions=octahedron,
                sigma=24, linear=False,
                modes=[(770, 1), (680, 2), (710, 3),
                       (260, 3), (320, 3), (130, 3)]),
    "H2": dict(masses=[m_H, m_H], positions=[[0, 0, 0], [0, 0, r_H2]],
               sigma=2, linear=True, modes=[(4200, 1)]),
    "HF": dict(masses=[m_H, m_F], positions=[[0, 0, 0], [0, 0, r_HF]],
               sigma=1, linear=True, modes=[(4000, 1)]),
}
theta_debye = 310.0  # K, rough value for tungsten

for gas in gas_data.values():
    masses = np.array(gas["masses"]) * const.atomic_mass
    positions = np.array(gas["positions"], float) * 1e-9
    positions -= masses @ positions / masses.sum()
    inertia = np.sum(masses * (positions[:, 1]**2 + positions[:, 2]**2))
    gas["mass"] = masses.sum()
    gas["theta_rot"] = const.hbar**2 / (2 * inertia * k_B)
    gas["theta_vib"] = [(100 * wave * h_planck * const.c / k_B, g)
                        for wave, g in gas["modes"]]


def debye_function(x):
    integral = quad(lambda t: t**3 / np.expm1(t) if t > 0 else 0.0,
                    0, x, epsabs=1e-13, epsrel=1e-13)[0]
    return 3 * integral / x**3


def chemical_potential(name, T):
    """J/mol at standard pressure, without zero-point energy."""
    if name == "W":
        x = theta_debye / T
        return R * T * (3 * np.log(-np.expm1(-x)) - debye_function(x))
    gas = gas_data[name]
    log_q = 1.5 * np.log(2 * np.pi * gas["mass"] * k_B * T / h_planck**2)
    log_q += np.log(k_B * T / p_standard)
    ratio = T / gas["theta_rot"]
    if gas["linear"]:
        log_q += np.log(ratio / gas["sigma"])
    else:
        log_q += np.log(np.sqrt(np.pi) * ratio**1.5 / gas["sigma"])
    for theta, degeneracy in gas["theta_vib"]:
        log_q -= degeneracy * np.log(-np.expm1(-theta / T))
    return -R * T * log_q


def thermal_enthalpy(name, T):
    """J/mol above the ground state."""
    if name == "W":
        return 3 * R * T * debye_function(theta_debye / T)
    gas = gas_data[name]
    result = (3.5 if gas["linear"] else 4.0) * R * T
    for theta, degeneracy in gas["theta_vib"]:
        result += degeneracy * R * theta / np.expm1(theta / T)
    return result


def entropy(name, T):
    return (thermal_enthalpy(name, T) - chemical_potential(name, T)) / T


def reaction_sum(function, T):
    return sum(c * function(name, T) for c, name in zip(nu, species))


# Closed-form enthalpies against derivatives of the chemical potentials
for name in species:
    for T in (T_ref, T_dep):
        step = 0.1
        slope = (chemical_potential(name, T + step)
                 - chemical_potential(name, T - step)) / (2 * step)
        from_derivative = chemical_potential(name, T) - T * slope
        assert abs(from_derivative / thermal_enthalpy(name, T) - 1) < 1e-5


def reaction_heat_capacity(T):
    step = 1.0
    second = (reaction_sum(chemical_potential, T + step)
              - 2 * reaction_sum(chemical_potential, T)
              + reaction_sum(chemical_potential, T - step)) / step**2
    return -T * second


# Kirchhoff change: enthalpy difference against heat-capacity quadrature
kirchhoff = (reaction_sum(thermal_enthalpy, T_dep)
             - reaction_sum(thermal_enthalpy, T_ref)) / 1000
T_grid = np.linspace(T_ref, T_dep, 81)
cp_grid = [reaction_heat_capacity(T) for T in T_grid]
kirchhoff_quadrature = simpson(cp_grid, x=T_grid) / 1000
assert abs(kirchhoff - kirchhoff_quadrature) < 0.01
dH_dep = dH_ref + kirchhoff

# Classical H2 rotation against an explicit sum over ortho and para levels
theta_H2 = gas_data["H2"]["theta_rot"]
J = np.arange(60)
weights = (2 * J + 1) * np.where(J % 2 == 0, 0.25, 0.75)
rotation_errors = []
for T in (T_ref, T_dep):
    level = theta_H2 * J * (J + 1)
    boltzmann = weights * np.exp(-level / T)
    q_sum = boltzmann.sum()
    S_sum = R * (np.log(q_sum) + (boltzmann @ level) / (q_sum * T))
    S_classical = R * (1 + np.log(T / (2 * theta_H2)))
    rotation_errors.append(abs(S_sum - S_classical))
assert max(rotation_errors) < 0.2  # J/(mol K), small beside reaction entropy

dS_ref = reaction_sum(entropy, T_ref)
dS_dep = reaction_sum(entropy, T_dep)
dG_ref = dH_ref - T_ref * dS_ref / 1000
dG_dep = dH_dep - T_dep * dS_dep / 1000
gas_mole_change = nu[0] + nu[1] + nu[3]
pressure_term = (gas_mole_change * R * T_dep
                 * np.log(p_dep / p_standard) / 1000)
dG_actual = dG_dep + pressure_term
# Independent pressure check: shift each gas potential separately
separate_shift = sum(c * R * T_dep * np.log(p_dep / p_standard)
                     for c, name in zip(nu, species) if name != "W") / 1000
assert abs(separate_shift - pressure_term) < 1e-9
assert dH_dep > 0 and dS_dep > 0
assert dG_dep + rounding_bound < 0 and dG_actual < dG_dep

# Heat taken up by a film
thickness_nm = 100.0
density = 19.0             # g/cm3, rough
lattice_nm = 0.32          # bcc tungsten, rough
areal_capacity = 0.1       # J/(cm2 K), chosen
areal_moles = density * thickness_nm * 1e-7 / m_W
areal_heat = areal_moles * dH_ref * 1000
energy_eV = dH_ref * 1000 / (const.N_A * const.e)
atoms_per_cm2 = 2 * thickness_nm / lattice_nm**3 * 1e14
heat_from_atoms = atoms_per_cm2 * energy_eV * const.e
# The two routes use separately rounded density and lattice constant
assert abs(heat_from_atoms / areal_heat - 1) < 0.04
cooling = areal_heat / areal_capacity

# Generous square-well estimate for attraction between HF molecules
well_depth = 20.0          # kJ/mol, rough
well_radius_nm = 0.4       # chosen large
number_density = p_dep / (k_B * T_dep)
well_volume = 4 * np.pi / 3 * (well_radius_nm * 1e-9)**3
paired_fraction = (number_density * well_volume
                   * np.exp(well_depth * 1000 / (R * T_dep)))
association_heat = nu[3] * paired_fraction * well_depth / 2
surface_energy = 3.0       # J/m2, rough
surface_heat = surface_energy / (areal_moles * 1e4) / 1000
assert association_heat < 1 and surface_heat < 1

print("Coefficients WF6, H2, W, HF:", nu.astype(int).tolist())
print(f"Given formation enthalpy WF6: {formation[0]:.0f} kJ/mol")
print(f"Given formation enthalpy HF: {formation[3]:.0f} kJ/mol")
print(f"Six HF contribution: {nu[3] * formation[3]:.0f} kJ/mol")
print(f"Reaction enthalpy at 298.15 K: {dH_ref:+.0f} kJ/mol WF6")
print(f"Reaction enthalpy per HF: {dH_ref / nu[3]:.0f} kJ/mol HF")
print(f"Same heat per W atom: {energy_eV:.3f} eV")
print(f"Worst-case data rounding: +/-{rounding_bound:.1f} kJ/mol")
print(f"Rounding interval: {min(corners):.1f} to {max(corners):.1f} kJ/mol")
print(f"Spread, unbalanced test: {np.ptp(wrong_results):.0f} kJ/mol")
print(f"Reference temperature: {T_ref:.2f} K")
print(f"Deposition temperature: {T_dep:.0f} K")
print(f"Partial pressure of each gas: {p_dep / const.torr:.0f} Torr")
print(f"Standard pressure: {p_standard / const.torr:.0f} Torr")
print(f"Rough bond lengths H2, HF, WF6: {r_H2}, {r_HF}, {r_WF6} nm")
for name in ("WF6", "H2", "HF"):
    print(f"Rough {name} modes (1/cm, count): {gas_data[name]['modes']}")
print(f"Rough W Debye temperature: {theta_debye:.0f} K")
for name in species:
    print(f"Model entropy {name}, 298.15 K: "
          f"{entropy(name, T_ref):.1f} J/(mol K)")
print(f"Enthalpy change on heating to 673 K: {kirchhoff:+.1f} kJ/mol")
print(f"Reaction enthalpy at 673 K: {dH_dep:+.1f} kJ/mol")
print(f"Reaction entropy at 298.15 K: {dS_ref:+.1f} J/(mol K)")
print(f"Reaction entropy at 673 K: {dS_dep:+.1f} J/(mol K)")
print(f"Largest H2 rotation error: {max(rotation_errors):.3f} J/(mol K)")
print(f"Standard Gibbs energy at 298.15 K: {dG_ref:+.1f} kJ/mol")
print(f"T times reaction entropy at 673 K: "
      f"{T_dep * dS_dep / 1000:.1f} kJ/mol")
print(f"Standard Gibbs energy at 673 K: {dG_dep:+.1f} kJ/mol")
print(f"Change in moles of gas: {gas_mole_change:+.0f}")
print(f"Low-pressure term at 673 K: {pressure_term:+.1f} kJ/mol")
print(f"Gibbs energy at 673 K, 1 Torr each: {dG_actual:+.1f} kJ/mol")
print(f"Film thickness: {thickness_nm:.0f} nm")
print(f"Rough W density: {density:.0f} g/cm3")
print(f"W molar mass: {m_W:.2f} g/mol")
print(f"W deposited per area: {areal_moles:.3e} mol/cm2")
print(f"Heat absorbed per area: {areal_heat:.4f} J/cm2")
print(f"Rough bcc lattice constant: {lattice_nm:.2f} nm")
print(f"Heat from atom count: {heat_from_atoms:.4f} J/cm2")
print(f"Chosen areal heat capacity: {areal_capacity:.1f} J/(cm2 K)")
print(f"Cooling without heater: {cooling:.2f} K")
print(f"HF well depth, rough: {well_depth:.0f} kJ/mol")
print(f"HF well radius, chosen: {well_radius_nm:.1f} nm")
print(f"HF paired fraction estimate: {paired_fraction:.1e}")
print(f"HF association heat estimate: {association_heat:.4f} kJ/mol WF6")
print(f"Rough W surface energy: {surface_energy:.0f} J/m2")
print(f"One-surface energy per mole W: {surface_heat:.2f} kJ/mol")
print("verified")
```

It prints:

```
Coefficients WF6, H2, W, HF: [-1, -3, 1, 6]
Given formation enthalpy WF6: -1722 kJ/mol
Given formation enthalpy HF: -273 kJ/mol
Six HF contribution: -1638 kJ/mol
Reaction enthalpy at 298.15 K: +84 kJ/mol WF6
Reaction enthalpy per HF: 14 kJ/mol HF
Same heat per W atom: 0.871 eV
Worst-case data rounding: +/-3.5 kJ/mol
Rounding interval: 80.5 to 87.5 kJ/mol
Spread, unbalanced test: 13243 kJ/mol
Reference temperature: 298.15 K
Deposition temperature: 673 K
Partial pressure of each gas: 1 Torr
Standard pressure: 750 Torr
Rough bond lengths H2, HF, WF6: 0.074, 0.092, 0.18 nm
Rough WF6 modes (1/cm, count): [(770, 1), (680, 2), (710, 3), (260, 3), (320, 3), (130, 3)]
Rough H2 modes (1/cm, count): [(4200, 1)]
Rough HF modes (1/cm, count): [(4000, 1)]
Rough W Debye temperature: 310 K
Model entropy WF6, 298.15 K: 352.4 J/(mol K)
Model entropy H2, 298.15 K: 130.3 J/(mol K)
Model entropy W, 298.15 K: 32.9 J/(mol K)
Model entropy HF, 298.15 K: 173.6 J/(mol K)
Enthalpy change on heating to 673 K: -9.8 kJ/mol
Reaction enthalpy at 673 K: +74.2 kJ/mol
Reaction entropy at 298.15 K: +331.5 J/(mol K)
Reaction entropy at 673 K: +311.7 J/(mol K)
Largest H2 rotation error: 0.056 J/(mol K)
Standard Gibbs energy at 298.15 K: -14.8 kJ/mol
T times reaction entropy at 673 K: 209.7 kJ/mol
Standard Gibbs energy at 673 K: -135.5 kJ/mol
Change in moles of gas: +2
Low-pressure term at 673 K: -74.1 kJ/mol
Gibbs energy at 673 K, 1 Torr each: -209.6 kJ/mol
Film thickness: 100 nm
Rough W density: 19 g/cm3
W molar mass: 183.84 g/mol
W deposited per area: 1.034e-06 mol/cm2
Heat absorbed per area: 0.0868 J/cm2
Rough bcc lattice constant: 0.32 nm
Heat from atom count: 0.0851 J/cm2
Chosen areal heat capacity: 0.1 J/(cm2 K)
Cooling without heater: 0.87 K
HF well depth, rough: 20 kJ/mol
HF well radius, chosen: 0.4 nm
HF paired fraction estimate: 1.4e-04
HF association heat estimate: 0.0082 kJ/mol WF6
Rough W surface energy: 3 J/m2
One-surface energy per mole W: 0.29 kJ/mol
verified
```
